# Thermal population and switching time of a two-well oxygen vacancy

## Problem

An oxygen vacancy in SiO\(_2\) that has lost one electron can take two shapes. In the one called planar here (often called the dimer configuration), the two silicon atoms beside the vacancy face each other and share the remaining electron. In the puckered one, one of these atoms has moved back through the plane of its three oxygen neighbours, and the electron sits on the other silicon atom. Each shape is a minimum of the potential energy, and a saddle separates them.

Label the wells pl and pu, and define

\[
D=E_{\rm pu}-E_{\rm pl},\qquad B=E_{\rm saddle}-E_{\rm pl}.
\]

Here \(D\) is the asymmetry, negative when the puckered well is the lower one, and \(B\) is the barrier seen from the planar well. Both are differences of potential energy, without zero-point energy. The vibration frequencies along the path between the wells are \(n_{\rm pl}\) and \(n_{\rm pu}\).

Take the round model values \(D=-0.10\) eV, \(B=0.50\) eV, \(n_{\rm pl}=10\) THz, \(n_{\rm pu}=8\) THz and \(T=300\) K. They do not describe a particular measured defect.

1. What is the equilibrium population ratio \(R=P_{\rm pu}/P_{\rm pl}\)?
2. How long does a single defect stay in each well on average, and how fast does an ensemble prepared in the planar well approach equilibrium?
3. How do the answers respond to temperature and to errors in \(B\) and \(D\)?

The charge stays at \(+1\) throughout. There is one puckered well, and both wells have the same spin degeneracy, since each holds one unpaired electron.

## First estimate by scaling

Thermal energy sets the scale for both energies. At 300 K, \(kT=0.025852\) eV, so

\[
-\frac{D}{kT}=3.868,\qquad \frac{B}{kT}=19.34,\qquad \frac{B-D}{kT}=23.21 .
\]

If the two wells differ only in depth, their populations differ by a Boltzmann factor:

\[
R\sim e^{-D/kT}=e^{3.868}\approx 48 .
\]

For the time, the natural unit is one vibration period, about \(10^{-13}\) s. The defect approaches the saddle about once per period, and a fraction of order \(e^{-B/kT}\) of the attempts has enough energy. Hence

\[
t\sim \frac{1}{n_{\rm pl}}\,e^{B/kT}=10^{-13}\ {\rm s}\times e^{19.34}\approx 25\ \mu{\rm s}.
\]

The estimate leaves three things open: the effect of the unequal frequencies, the numerical factor in front of the exponential, and which of several possible "switching times" has been found.

## Solution of the model

### Population ratio

Let \(q\) be the mass-weighted coordinate along the path, with momentum \(p=\dot q\), so that

\[
H=\tfrac12p^2+V(q).
\]

The other vibrations are taken to be the same in both wells and at the saddle, so their contributions cancel below. Write \(\beta=1/kT\). In classical equilibrium the phase-space density is proportional to \(e^{-\beta H}\). The momentum integral is the same for both wells, which leaves

\[
R=\frac{Z_{\rm pu}}{Z_{\rm pl}},\qquad Z_i=\int_{{\rm well}\ i}e^{-\beta V(q)}\,dq ,
\]

where the saddle divides the two regions of integration.

When \(kT\) is far below both barriers, the integrand is concentrated near the minimum \(q_i\). There

\[
V(q)\simeq E_i+\tfrac12\omega_i^2(q-q_i)^2,\qquad \omega_i=2\pi n_i .
\]

The limits may be moved to infinity because the added range carries negligible weight. The Gaussian integral then gives

\[
Z_i=\frac{1}{\omega_i}\sqrt{\frac{2\pi}{\beta}}\;e^{-\beta E_i}.
\]

In the quotient the square roots cancel, and \(\omega_{\rm pl}/\omega_{\rm pu}=n_{\rm pl}/n_{\rm pu}\):

\[
R=\frac{n_{\rm pl}}{n_{\rm pu}}\,e^{-D/kT}.
\]

The softer well gains weight because it offers a wider range of \(q\) at a given energy. This is an entropy effect, and it survives at \(D=0\). The barrier does not appear: it controls how fast equilibrium is reached, not what equilibrium is.

With the given values,

\[
R=1.250\times47.855=59.82 .
\]

Since \(P_{\rm pu}+P_{\rm pl}=1\),

\[
P_{\rm pu}=\frac{R}{1+R}=0.9836,\qquad P_{\rm pl}=\frac1{1+R}=0.0164 .
\]

### Escape rates

Assume that each well is in thermal equilibrium internally, and that a defect which crosses the saddle outward does not return at once. This is transition state theory. During a time \(dt\), a defect with outward momentum \(p>0\) crosses the saddle if it lies within a distance \(p\,dt\) of it. Integrating over \(p\) and dividing by the population of the planar well gives

\[
k_f=\frac{e^{-\beta E_{\rm saddle}}\displaystyle\int_0^\infty p\,e^{-\beta p^2/2}dp}
{Z_{\rm pl}\displaystyle\int_{-\infty}^{\infty}e^{-\beta p^2/2}dp}.
\]

The upper integral is \(1/\beta\) and the lower one is \(\sqrt{2\pi/\beta}\). Their quotient is \(1/\sqrt{2\pi\beta}\). Inserting the harmonic \(Z_{\rm pl}\),

\[
k_f=\frac{1}{\sqrt{2\pi\beta}}\;\omega_{\rm pl}\sqrt{\frac{\beta}{2\pi}}\;e^{-\beta(E_{\rm saddle}-E_{\rm pl})}
=\frac{\omega_{\rm pl}}{2\pi}e^{-\beta B}=n_{\rm pl}\,e^{-B/kT}.
\]

The prefactor is therefore the ordinary frequency \(n_{\rm pl}\), not the angular frequency. For the reverse step the barrier is

\[
E_{\rm saddle}-E_{\rm pu}=(E_{\rm saddle}-E_{\rm pl})-(E_{\rm pu}-E_{\rm pl})=B-D=0.60\ {\rm eV},
\]

so that

\[
k_b=n_{\rm pu}\,e^{-(B-D)/kT}.
\]

The quotient of the rates confirms the sign of \(D\):

\[
\frac{k_f}{k_b}=\frac{n_{\rm pl}}{n_{\rm pu}}\,e^{[-B+(B-D)]/kT}=\frac{n_{\rm pl}}{n_{\rm pu}}\,e^{-D/kT}=R .
\]

This is detailed balance: in equilibrium \(k_fP_{\rm pl}=k_bP_{\rm pu}\), and equally many defects cross in each direction.

Numerically,

\[
k_f=10^{13}\,e^{-19.3409}\ {\rm s^{-1}}=3.98\times10^4\ {\rm s^{-1}},
\]
\[
k_b=8\times10^{12}\,e^{-23.2090}\ {\rm s^{-1}}=6.66\times10^2\ {\rm s^{-1}} .
\]

### Dwell times and relaxation time

Consider one defect that has just entered a well with escape rate \(k\). The probability \(S\) that it is still there after time \(t\) obeys \(\dot S=-kS\) with \(S(0)=1\), hence \(S=e^{-kt}\). The mean dwell time is

\[
\int_0^\infty S(t)\,dt=\frac1k .
\]

This gives \(1/k_f=25.1\ \mu\)s in the planar well and \(1/k_b=1.50\) ms in the puckered well. A single defect thus produces an asymmetric random telegraph signal, if the two shapes affect the measured current differently. Telegraph noise in real devices mostly comes from capture and emission of carriers, which this fixed-charge model leaves out.

For an ensemble, both directions count:

\[
\frac{dP_{\rm pu}}{dt}=k_f(1-P_{\rm pu})-k_bP_{\rm pu}
=k_f-(k_f+k_b)P_{\rm pu}.
\]

The stationary value is \(k_f/(k_f+k_b)=R/(1+R)\), the equilibrium population found above. The deviation \(x=P_{\rm pu}-R/(1+R)\) obeys \(\dot x=-(k_f+k_b)x\). With a planar start, \(x(0)=-R/(1+R)\), and therefore

\[
P_{\rm pu}(t)=\frac{R}{1+R}\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{1}{k_f+k_b}.
\]

The rates add because an excess \(x\) in the puckered well raises the backward flow by \(k_bx\) and lowers the forward flow by \(k_fx\). Using \(k_b=k_f/R\),

\[
\tau=\frac{1}{k_f(1+1/R)}=\frac1{k_f}\,\frac{R}{1+R}
=25.10\ \mu{\rm s}\times0.9836=24.7\ \mu{\rm s}.
\]

After 10 \(\mu\)s the puckered fraction is

\[
0.9836\left(1-e^{-10/24.685}\right)=0.328 .
\]

Two limits show what \(\tau\) measures. For \(R\gg1\), \(\tau\to1/k_f\); for \(R\ll1\), \(\tau\to1/k_b\). In both cases the ensemble relaxes at the rate of escape from the less populated well. For equal wells, \(k_f=k_b=k\) and \(\tau=1/(2k)\), half of either dwell time.

### Temperature and sensitivity

The slope of \(\ln\tau\) against \(\beta\) is the activation energy that an Arrhenius plot would show. From \(\ln\tau=-\ln(k_f+k_b)\), with \(dk_f/d\beta=-Bk_f\) and \(dk_b/d\beta=-(B-D)k_b\),

\[
E_a=\frac{d\ln\tau}{d\beta}=\frac{Bk_f+(B-D)k_b}{k_f+k_b}
=P_{\rm pu}B+P_{\rm pl}(B-D)=B-D\,P_{\rm pl}.
\]

The planar barrier is weighted with the puckered population, because \(k_f/(k_f+k_b)=P_{\rm pu}\). Here \(E_a=0.50+0.10\times0.0164=0.502\) eV, very close to the smaller barrier.

At other temperatures:

- 250 K: \(R=130\), \(\tau=1.19\) ms.
- 300 K: \(R=59.8\), \(\tau=24.7\ \mu\)s.
- 400 K: \(R=22.7\), \(\tau=0.191\ \mu\)s.

Between 250 K and 400 K the ratio changes by a factor of about 6, the time by a factor of about 6000. The reason is that \(R\) contains the energy \(|D|=0.10\) eV, while \(\tau\) contains about 0.50 eV.

Now raise \(B\) by 0.05 eV at fixed \(D\). Both barriers grow by the same amount, so both rates fall by \(e^{0.05/0.025852}=6.92\). The relaxation time becomes 171 \(\mu\)s, and \(R\) does not change.

Changing \(D\) from \(-0.10\) to \(-0.05\) eV at fixed \(B\) does the opposite. The ratio falls to \(59.82/6.92=8.6\). The rate \(k_f\) is unchanged, while \(k_b\) rises to \(6.92\times666\approx4.6\times10^3\ {\rm s^{-1}}\), so

\[
\tau=\frac{1}{(3.98+0.46)\times10^4\ {\rm s^{-1}}}\approx22.5\ \mu{\rm s}.
\]

For a defect with \(R\gg1\), an error in the asymmetry at fixed \(B\) therefore spoils the population ratio and, by the same factor, the puckered dwell time (1.50 ms becomes 0.22 ms), but hardly affects \(\tau\). An error in the planar barrier at fixed \(D\) spoils all the times and leaves \(R\) alone. An error in the energy of the planar minimum shifts \(D\) and \(B\) together: with both raised by 0.05 eV, \(R\) falls to 8.6 and \(\tau\) rises to about 156 \(\mu\)s. In an amorphous oxide, where both energies vary from site to site, a modest spread of barriers becomes a wide spread of times.

## Comparison of estimate and solution

The scaling estimate gave \(R\sim48\); the solution gives 59.8. The whole difference is the frequency factor 1.25. It would be larger for wells of very different stiffness. It changes \(R\) by the same factor at every \(D\), but it shifts the populations themselves most when \(R\) is near 1.

The estimated time of 25.1 \(\mu\)s turns out to be the mean dwell time \(1/k_f\) in the planar well, including its prefactor. It exceeds \(\tau\) by the factor \(1+1/R\), or 1.7 % here. This agreement requires \(R\gg1\), that is, a puckered well that holds nearly all the population. For equal wells the same estimate would be twice the relaxation time, and for \(R\ll1\) it would be too long by the large factor \(1+1/R\). It is also far from the puckered dwell time, which is 60 times longer.

### How good is the harmonic solution?

The closed formulas replace each well by a parabola. To test this, take a double well with its saddle at \(q=0\) and, on the planar side,

\[
V=B\left(1-\frac{q^2}{a^2}\right)^2,\qquad \omega_{\rm pl}^2=V''(-a)=\frac{8B}{a^2}.
\]

The puckered side has the same form with barrier \(B-D\), its own width, and its minimum at \(D\). The value and slope of the two pieces match at the saddle.

Put \(q=-a+as\) and \(b=B/kT\). Then \(1-(1-s)^2=2s-s^2\), and

\[
\frac{V}{kT}=b(2s-s^2)^2=4bs^2-4bs^3+bs^4 .
\]

The first term gives a Gaussian weight with \(\langle s^2\rangle=1/(8b)\), \(\langle s^4\rangle=3/(64b^2)\) and \(\langle s^6\rangle=15/(512b^3)\). Expanding the exponential of the other two terms, the average of the odd term \(4bs^3\) vanishes. To order \(1/b\),

\[
\frac{Z_{\rm pl}}{Z_{\rm pl}^{\rm harm}}=1-b\langle s^4\rangle+\tfrac12(4b)^2\langle s^6\rangle
=1-\frac{3}{64b}+\frac{15}{64b}=1+\frac{3}{16b}.
\]

A larger \(Z_{\rm pl}\) means a smaller rate, by \(3/(16\times19.34)=0.97\,\%\). Direct integration of the saddle flux gives 1.02 % below the harmonic rate. For the puckered well the expansion gives 0.81 %, the integration 0.84 %. The two corrections nearly cancel in the ratio: integration gives \(R=59.71\) against 59.82. These figures belong to this shape of potential; another shape has other coefficients.

### What the classical treatment leaves out

A quantized harmonic well has levels \(E_i+(m+\tfrac12)hn_i\), and the geometric series over \(m=0,1,2,\ldots\) gives

\[
Z_i^{\rm q}=e^{-\beta E_i}\,\frac{e^{-\beta hn_i/2}}{1-e^{-\beta hn_i}}
=\frac{e^{-\beta E_i}}{2\sinh(hn_i/2kT)} .
\]

Hence

\[
R_{\rm q}=e^{-D/kT}\,\frac{\sinh(hn_{\rm pl}/2kT)}{\sinh(hn_{\rm pu}/2kT)} .
\]

For \(hn_i\ll kT\), \(\sinh x\simeq x\) restores the classical ratio. At 300 K the formula gives \(R_{\rm q}=62.1\), which is 3.8 % above the classical value. Quantization multiplies each classical partition function by \(x/\sinh x\) with \(x=hn_i/2kT\). This factor is smaller for the stiffer planar well, so the puckered well gains. Diagonalizing the Hamiltonian of the full double well gives 61.9, so the harmonic quantum formula holds here to better than 1 %.

The corresponding quantum corrections to the rates, from zero-point energy and tunnelling, have not been calculated. They are not negligible at 300 K, where \(x=hn_{\rm pl}/2kT=0.80\): quantizing the planar well alone raises \(k_f\) by \(\sinh x/x=1.11\), ten times the anharmonic correction, and tunnelling adds to this. The quoted times are classical estimates, and their further digits serve only to follow the arithmetic. Tunnelling gains importance on cooling, and the rate formulas should not be extended to low temperature.

Recrossing of the saddle is also left out; its size depends on how strongly the path coordinate exchanges energy with the other vibrations, and it can reach tens of percent or more. It makes the true classical rates smaller than the flux and the times longer, but it cannot alter \(R\), which follows from equilibrium alone. If the other vibrations differ between the wells, \(R\) is multiplied by the ratio of their partition functions. Finally, the calculation needs a fixed charge. Suppose that defects of either shape capture an electron at rate \(c\), and that they return to charge \(+1\) in the planar shape. In the steady state the gain and loss of the puckered well balance, \(k_fP_{\rm pl}=(k_b+c)P_{\rm pu}\), so the ratio is \(k_f/(k_b+c)\) instead of \(k_f/k_b\). It is halved when \(1/c\) equals the puckered dwell time of 1.50 ms, although this is about 60 times \(\tau\). In this case capture may be ignored only if it is slow compared with the longer dwell time, not merely with \(\tau\).

The main values are listed in the numerical output below.

## Computed results

```
asymmetry D = -0.10 eV
barrier from planar well B = 0.50 eV
barrier from puckered well B-D = 0.60 eV
planar frequency = 10.0 THz
puckered frequency = 8.0 THz
temperature = 300 K
thermal energy kT = 0.025852 eV
-D/kT = 3.8682
B/kT = 19.3409
(B-D)/kT = 23.2090
frequency factor n_pl/n_pu = 1.250
Boltzmann factor exp(-D/kT) = 47.855
population ratio R = 59.82
puckered population = 0.98356
planar population = 0.01644
rate planar to puckered = 3.9845e+04 1/s
rate puckered to planar = 6.6609e+02 1/s
mean dwell time, planar = 25.097 microseconds
mean dwell time, puckered = 1501.3 microseconds
relaxation time tau = 24.685 microseconds
relaxation time tau = 2.4685e-05 s
sample time = 10.0 microseconds
puckered fraction at sample time = 0.3276
activation energy of tau = 0.50164 eV
barrier increase = 0.05 eV
factor on tau from barrier increase = 6.918
tau with higher barrier = 170.8 microseconds
T = 250 K: R = 129.66, tau = 1192 microseconds
T = 300 K: R = 59.82, tau = 24.68 microseconds
T = 400 K: R = 22.74, tau = 0.191 microseconds
R by quadrature of double well = 59.71
planar rate: flux/harmonic - 1 = -1.02 %
puckered rate: flux/harmonic - 1 = -0.84 %
R with quantized harmonic wells = 62.08
R from double-well spectrum = 61.90
quantum correction to R = 3.78 %
```
